# Why Band Offsets Differ from Differences of Electron Affinities

**Q.** I want the conduction-band offset between two insulating crystals, A on the left and B on the right. I know both electron affinities. Each tells me how far the conduction edge lies below the vacuum level, so I draw one vacuum level across both crystals and subtract. With $\Delta E_c=E_c^B-E_c^A$, this gives

$$
\Delta E_c=\chi_A-\chi_B .
$$

That is Anderson's rule. Since it uses only definitions, I take it to be exact.

**A.** The definitions are fine, but the single vacuum level is an added assumption. An affinity is measured through a surface:

$$
\chi=V_{\rm vac}-E_c ,
$$

where $V_{\rm vac}$ is the energy of an electron at rest just outside that surface. At a close contact there is no vacuum between the crystals, and the two surfaces you measured through are no longer there as they were.

**Q.** Energy conservation should still settle it. I lift an electron from the conduction edge of A into the vacuum, at a cost $\chi_A$. I carry it round to B and drop it into the conduction edge there, which returns $\chi_B$. The net cost is $\chi_A-\chi_B$, and it must equal $E_c^B-E_c^A$.

**A.** You have left out the cost of carrying it round. Let the joined pair have vacuum level $V_L$ outside the free face of A and $V_R$ outside the free face of B. Suppose these free faces are of the same kind as those used to measure the affinities. Then

$$
V_L=E_c^A+\chi_A,\qquad V_R=E_c^B+\chi_B .
$$

Subtracting the first from the second gives

$$
V_R-V_L=\Delta E_c-(\chi_A-\chi_B).
$$

Your cycle is correct once the work $V_R-V_L$ is included. Anderson's rule holds when that work is zero, and energy conservation does not require it to be zero.

**Q.** How can two points in empty space, both outside a neutral object, have different potentials?

**A.** A dipole layer does it. I will use Hartree atomic units and let everything depend on $z$ alone, after averaging over planes parallel to the interface. The electrostatic potential obeys $\phi''=-4\pi\rho$, where $\rho$ is the charge density. An electron has charge $-1$, so its electrostatic energy is $v=-\phi$, and

$$
v''=4\pi\rho .
$$

Take a neutral layer with no field on either side, so that $v'=0$ at both ends. Integrating by parts,

$$
v(\infty)-v(-\infty)=\int v'\,dz=\big[z\,v'\big]_{-\infty}^{\infty}-\int z\,v''\,dz=-4\pi\int z\,\rho\,dz .
$$

The bracket vanishes because there is no field outside the layer. A neutral layer with a dipole moment therefore separates two flat regions of different potential. If the crystals end sideways, a path around the edge must cross a field that makes up the same difference.

**Q.** Then the question is whether the interface has a dipole. But each affinity already contains a surface dipole. Which part is missing?

**A.** To see that, split the affinity into a bulk part and a surface part. Let $\bar V$ be the electrostatic energy of an electron averaged over one period deep inside the crystal. Define

$$
\varepsilon_c=E_c-\bar V,\qquad D=V_{\rm vac}-\bar V .
$$

Then

$$
\chi=V_{\rm vac}-E_c=(\bar V+D)-(\bar V+\varepsilon_c)=D-\varepsilon_c .
$$

The quantity $\varepsilon_c$ can be found from the infinite crystal, with no surface present. The step $D$ cannot. Two faces of one crystal share $\varepsilon_c$, so any difference between their affinities is a difference in $D$.

At the interface the same bulk quantities appear, with a different potential step:

$$
\Delta E_c=(\varepsilon_c^B+\bar V_B)-(\varepsilon_c^A+\bar V_A)
=\varepsilon_c^B-\varepsilon_c^A+(\bar V_B-\bar V_A).
$$

The rule predicts

$$
\chi_A-\chi_B=(D_A-\varepsilon_c^A)-(D_B-\varepsilon_c^B)
=\varepsilon_c^B-\varepsilon_c^A+(D_A-D_B).
$$

Call the difference between the true offset and the rule $\Delta$. The bulk terms cancel, leaving

$$
\Delta=\Delta E_c-(\chi_A-\chi_B)=(\bar V_B-\bar V_A)-(D_A-D_B).
$$

So the rule replaces the potential step of the real interface by the difference of two surface steps.

**Q.** I see. The surfaces vanish on contact, their dipoles vanish with them, and the rule wrongly keeps $D_A-D_B$.

**A.** That goes too far. Imagine placing the two crystals in contact while each keeps the charge density it had when it stood alone, tails included. The Poisson equation is linear, so the potentials add. Measure $v_A$ from the vacuum on the right of A, and $v_B$ from the vacuum on the left of B. Deep inside A, the mean of $v_A$ is $-D_A$ and $v_B$ is zero. Deep inside B, $v_A$ is zero and the mean of $v_B$ is $-D_B$. Hence

$$
(\bar V_B-\bar V_A)_{\rm frozen}=-D_B-(-D_A)=D_A-D_B .
$$

Put this into the expression for $\Delta$ and you get zero. With frozen charge clouds Anderson's rule holds, even though the surfaces have gone and the tails overlap.

**Q.** So contact alone does not break the rule. What does?

**A.** The electrons do not stay frozen. Each crystal's tail now lies in the potential of the other crystal, and the occupied states must be orthogonal to one another. The density changes by

$$
\delta n(z)=n_{AB}(z)-n_A(z)-n_B(z),
$$

with the ions at the same positions in all three terms. The ionic charges then cancel, and the change in charge density is $\delta\rho=-\delta n$, because electrons are negative. Deep inside each crystal the density is that of the bulk both before and after contact, so $\delta n$ is confined to the interface region. If the interface carries no net charge, $\int\delta n\,dz=0$, and the formula for a neutral layer applies:

$$
\Delta=-4\pi\int z\,\delta\rho\,dz=4\pi\int z\,\delta n(z)\,dz .
$$

The two minus signs cancel. Electrons that move to the right, towards B, raise the electron energies in B relative to A. Neutrality also makes the result independent of the origin: shifting $z$ by a constant adds that constant times $\int\delta n\,dz$, which is zero. In SI units the factor $4\pi$ becomes $e^2/\varepsilon_0$ in the form with $\delta n$, and $e/\varepsilon_0$ in the form with the charge density $\delta\rho$.

The corrected rule is therefore

$$
\Delta E_c=\chi_A-\chi_B+\Delta .
$$

**Q.** What have you assumed? I would like to know when I may use it.

**A.** Both crystals are insulating, thick enough to have a bulk region, and free of macroscopic fields. There is no doping that bends the bands, and the interface has no net charge. The bulk regions are unstrained, so $\varepsilon_c$ is the same as in the separate crystals. The affinities belong to the faces that are brought together.

If ions near the interface move, their charge no longer cancels, and the first form, with the full $\delta\rho$, must be used. If the bulk is strained, $\varepsilon_c$ changes too, and that change is not an interface dipole. If the interface is charged, there are fields in the crystals, the edges tilt, and one must say at which point the offset is taken.

**Q.** Could $\Delta$ be so small that I need not care? Show me a case with numbers.

**A.** Here is a model, with round parameters and no particular material in mind. Each crystal is a stack of ten atomic planes, with period 6 bohr in A and 7 bohr in B. Every plane has two electrons per in-plane cell of 30 bohr², a smeared sheet of ionic charge, and a short-range attractive well. The last plane of A is 6.5 bohr from the first plane of B. That distance is chosen, not found by minimizing the energy.

Motion parallel to the planes is left out. The electrons are treated self-consistently in the Hartree approximation, without exchange or correlation. The size of $\Delta$ is thus a property of this model and not a forecast for a real junction.

The separate crystals give these energies, in hartree. The last digit depends on the numerical grid, here 0.125 bohr. In the limit of a fine grid, $D$ and $\varepsilon_c$ rise by up to 0.0001 Ha, the offsets and the predictions of the rule fall by about 0.00005 Ha, and $\Delta$ is unchanged to the digits shown. Differences of rounded values can be off by one in the last digit:

| | $D$ | $\varepsilon_c$ | $\chi=D-\varepsilon_c$ | gap |
|---|---|---|---|---|
| A | 0.0601 | −0.0587 | 0.1188 | 0.2673 |
| B | 0.0751 | 0.0001 | 0.0750 | 0.2126 |

The rule predicts

$$
\chi_A-\chi_B=0.1188-0.0750=0.0438\ \text{Ha},
$$

which is 1.19 eV. In the self-consistent joined system the potential step is $\bar V_B-\bar V_A=-0.0234$ Ha, so the true offset within the model is

$$
\Delta E_c=0.0001-(-0.0587)-0.0234=0.0354\ \text{Ha},
$$

or 0.96 eV. The difference is

$$
\Delta=0.0354-0.0438=-0.0084\ \text{Ha},
$$

or −0.23 eV. The rule overestimates the conduction offset by 24% of its true value.

**Q.** You found $\Delta$ by subtraction. Does the dipole formula give the same number?

**A.** Yes. Integrating $4\pi z\,\delta n$ over the computed densities also gives −0.0084 Ha, and so does the difference $V_R-V_L$ between the two vacuum levels. That last agreement needs the free faces to have the same affinities as the joined faces, which holds here because each stack has identical left and right faces. The frozen superposition gives an offset of 0.0438 Ha, the value of the rule. In the numerical check, the band edges on which these comparisons rest come from diagonalizing one central period of each crystal in its own computed potential.

**Q.** How much charge has to move to shift the offset by a quarter of an electronvolt?

**A.** Very little has to cross the midplane. On contact, the half-space on the B side of the midplane loses 0.0052 electrons per in-plane cell, and the A side gains them. The net transfer across the midplane is to the left, which matches the negative $\Delta$; strictly, the sign is fixed by the first moment of $\delta n$, not by this transfer alone.

For a sense of scale, suppose the whole dipole came from this charge moving through one distance $\ell$. For $N$ electrons per cell of area $S$, the magnitude of the step would be $4\pi N\ell/S$, so

$$
\ell=\frac{|\Delta|\,S}{4\pi N}=\frac{0.0084\times 30}{4\pi\times 0.0052}\approx 3.9\ \text{bohr}.
$$

This is a nominal length, because rearrangement within each half also contributes to the dipole, and its contribution can have either sign. It is still a reasonable size beside the 6.5 bohr between the planes. A dipole equal to that of half a percent of an electron per cell, displaced by an atomic distance, is enough. The 0.0052 electrons count only the net flow across the midplane, not the charge rearranged within each half. The total displaced charge, half the integral of $|\delta n|$, is about 0.018 electrons per cell. The net flow also depends on where the dividing plane is drawn: the loss on the B side is 0.0082 with the plane 0.5 bohr closer to B, 0.0019 with it 0.5 bohr closer to A, and it turns into a small gain with the plane 1 bohr closer to A. The first moment, and hence $\Delta$, involves no such choice.

**Q.** Why do the electrons go towards A?

**A.** The calculation does not separate the causes. Nor is the rearrangement a plain transfer from B to A. Electrons gather between the crystals: the region within 2 bohr of the midplane gains about 0.017 per cell, roughly 0.006 from the A side and 0.011 from the B side. The calculation gives this pattern for this model but does not explain it. The formula for $\Delta$ needs only the total $\delta n$.

**Q.** Perhaps I could avoid the problem by dropping the surface dipoles altogether. I would set the mean potentials of the two crystals equal and compare $\varepsilon_c$ directly.

**A.** That assumes $\bar V_B-\bar V_A=0$, which is another guess about the interface. Here it would give

$$
\varepsilon_c^B-\varepsilon_c^A=0.0001+0.0587=0.0588\ \text{Ha},
$$

which is 0.0234 Ha above the true offset. In this example the error is larger than that of Anderson's rule.

The guess also depends on a convention. You could have taken the potential at the atomic planes as the reference instead of the mean. Both $\varepsilon_c$ values would then shift, in general by different amounts, and "equal references" would predict another offset. In the full expression the interface step shifts by the opposite amount, so the offset does not depend on the choice.

**Q.** Then could I measure $\Delta$ once for this pair of materials and tabulate it as a correction?

**A.** You could tabulate it for one interface between them, with its orientation, spacing and composition. Here is the same pair at other contact distances. Neither affinity changes along the table.

| contact (bohr) | $\Delta E_c$ (Ha) | $\Delta$ (Ha) |
|---|---|---|
| 5.5 | 0.0254 | −0.0184 |
| 6.5 | 0.0354 | −0.0084 |
| 8.5 | 0.0427 | −0.0012 |
| 10.5 | 0.0437 | −0.0001 |
| 16.5 | 0.0438 | 0.0000 |

Moving the crystals 1 bohr closer, from 6.5 to 5.5 bohr, more than doubles the magnitude of $\Delta$. No formula containing only $\chi_A$ and $\chi_B$ can follow this column, since its inputs stay constant while the offset changes.

**Q.** The last row agrees with my rule.

**A.** It does, and that is the limit in which your drawing is right. Across a wide gap there is a real vacuum region between the crystals. Both neutral surfaces face it, and with no field in it they share one vacuum level. The tails hardly overlap, $\delta n$ goes to zero in this model, and so does $\Delta$. Your rule describes two crystals facing each other across a vacuum, and becomes an approximation when they touch.

**Q.** You said that an affinity belongs to a surface. Does that matter if I always use the same published value for A?

**A.** It matters because that value belongs to some particular face. Take crystal A and cover its remote face, the one away from B, with a polar layer. In the model this consists of two fixed sheets of opposite charge, 0.1 elementary charges per cell, 1 bohr apart, with the negative sheet outside. Their own potential step has magnitude

$$
\frac{4\pi\times0.1\times1}{30}=0.0419\ \text{Ha}.
$$

The electron energy is higher outside the negative sheet, so the affinity through this face rises. It becomes 0.1601 Ha, while the bare face of the same slab still gives 0.1188 Ha. The increase is 0.0413 Ha, slightly less than the step of the fixed charges. The ions do not move in this model, so the remaining −0.0006 Ha must come from a small response of the electrons.

**Q.** And with the new affinity, the rule predicts a new offset.

**A.** It predicts

$$
0.1601-0.0750=0.0851\ \text{Ha},
$$

nearly twice its previous value. The offset at the buried interface, computed with the polar layer in place, is still 0.0354 Ha. The layer shifts all energies in the joined crystals together relative to the vacuum outside it. It does not shift B relative to A.

This is also why the formula needs the affinities of the faces that are brought together. If you insert an affinity measured through another face, the error of the rule contains the difference between the two surface steps as well as the rearrangement on contact.

**Q.** What about holes? Would ionization energies give me the valence offset more safely?

**A.** They carry the same error. Let $G=E_c-E_v$ be the gap. The ionization energy is $I=V_{\rm vac}-E_v=\chi+G$. Since $E_v=E_c-G$ in each crystal,

$$
\Delta E_v=E_v^B-E_v^A=\Delta E_c-G_B+G_A .
$$

Inserting the corrected rule for $\Delta E_c$ gives

$$
\Delta E_v=(\chi_A+G_A)-(\chi_B+G_B)+\Delta=I_A-I_B+\Delta .
$$

A potential step moves both edges of a crystal together, so both offsets receive the same $\Delta$. In the example, $I_A-I_B=0.0986$ Ha and the true valence offset is 0.0901 Ha. The absolute error is the same as before, but it is now 9% of the true value, because the valence offset is larger.

**Q.** Both edges of B lie above those of A, then. Could a large enough $\Delta$ make the gaps stop overlapping?

**A.** Yes, and then the derivation would no longer apply. The edges to watch here are the conduction edge of A and the valence edge of B. Their separation is

$$
E_c^A-E_v^B=(E_c^B-\Delta E_c)-(E_c^B-G_B)=G_B-\Delta E_c=0.2126-0.0354=0.1772\ \text{Ha}.
$$

It is positive, so the occupied states of B lie below the empty states of A. If it became negative, electrons would pass from B to A, the two sides would become charged, and there would be fields in the crystals. One would then have to solve for the bent bands.

**Q.** So what should I calculate when I need an actual offset?

**A.** Calculate $\varepsilon_c$ for each bulk crystal, and take $\bar V_B-\bar V_A$ from a calculation that contains the interface itself, with the same definition of $\bar V$ throughout. For a real material, $\varepsilon_c$ must come from a method that describes the energy of an added electron. The conduction edge from a local or gradient-corrected density functional is in general not that energy, and its error need not cancel between the two crystals. If the crystals are strained to fit each other, use the strained bulk for $\varepsilon_c$. Without an interface calculation, the affinity difference is only a rough first estimate, and its error is unknown. In the model at a contact of 5.5 bohr, it gives 0.0438 Ha where the true offset is 0.0254 Ha. If you use it, state that it sets $\Delta$ to zero and say which surfaces the affinities came from.

## Computed results

```
in-plane cell area: 30.0 bohr^2
ion sheet width: 0.6 bohr; planes per crystal: 10
A: period 6.0 bohr, well depth 0.50 Ha, well width 1.5 bohr
B: period 7.0 bohr, well depth 0.30 Ha, well width 1.8 bohr
contact distance A-B: 6.5 bohr; grid: 0.1250 bohr
A: bulk valence edge above mean potential: -0.32600 Ha
A: bulk conduction edge above mean: -0.05870 Ha
A: band gap: 0.26730 Ha
A: surface step D: 0.06011 Ha
A: electron affinity: 0.11881 Ha
A: ionization energy: 0.38611 Ha
B: bulk valence edge above mean potential: -0.21250 Ha
B: bulk conduction edge above mean: 0.00009 Ha
B: band gap: 0.21259 Ha
B: surface step D: 0.07507 Ha
B: electron affinity: 0.07497 Ha
B: ionization energy: 0.28756 Ha
surface-step difference D_A - D_B: -0.01495 Ha
interface line-up mean_B - mean_A: -0.02337 Ha
affinity rule, conduction offset: 0.04384 Ha = 1.193 eV
frozen superposition, offset: 0.04384 Ha
true conduction offset: 0.03542 Ha = 0.964 eV
rule for valence offset I_A - I_B: 0.09855 Ha
true valence offset: 0.09013 Ha
Delta from band edges: -0.00842 Ha = -0.229 eV
Delta from dipole of delta_n: -0.00842 Ha
vacuum level right minus left: -0.00842 Ha
electrons gained on B side: -0.00522 per in-plane cell
contact 5.5 bohr: offset 0.02542 Ha, Delta -0.01842 Ha
contact 6.5 bohr: offset 0.03542 Ha, Delta -0.00842 Ha
contact 8.5 bohr: offset 0.04265 Ha, Delta -0.00119 Ha
contact 10.5 bohr: offset 0.04371 Ha, Delta -0.00013 Ha
contact 16.5 bohr: offset 0.04384 Ha, Delta -0.00000 Ha
polar layer: charge 0.10 e per cell, sheets 4.0 and 5.0 bohr outside A
step of the fixed polar charges alone: 0.04189 Ha
affinity of A through polar-covered face: 0.16008 Ha
affinity of A through bare face, same slab: 0.11881 Ha
rule with polar-covered affinity: 0.08511 Ha
true offset with polar layer on remote face: 0.03542 Ha
Delta with half the grid spacing: -0.00842 Ha
```
